# Rosenfeld Rotatory Strength: Pseudoscalar Character, Selection Rule and Sum Rule

## The result

For a transition from a nondegenerate state $|0\rangle$ to a nondegenerate state $|n\rangle$, the Rosenfeld rotatory strength is

$$R_{0n}=\mathrm{Im}\,\langle 0|\boldsymbol\mu|n\rangle\cdot\langle n|\mathbf m|0\rangle ,\qquad \boldsymbol\mu=-e\mathbf X,\quad \mathbf m=-\frac{e}{2m_e}\mathbf L .$$

Here $\mathbf X=\sum_k\mathbf r_k$ and $\mathbf L=\sum_k\mathbf r_k\times\mathbf p_k$ are sums over the electrons. The strength determines the circular dichroism of the transition in a sample of randomly oriented molecules. Three statements hold.

1. $R$ is a pseudoscalar: rotating the molecule leaves it unchanged, and replacing the molecule by its mirror image reverses its sign.
2. If the point group contains any improper operation (reflection, inversion or rotation–reflection), $R$ vanishes for every level. In a chiral group, which has rotations only, $R$ can be nonzero only if the transition is allowed through a species carried by $\boldsymbol\mu$; that species is then carried by $\mathbf m$ as well.
3. Summed over a complete set of final states, $R$ gives zero, and so does each Cartesian part of the scalar product.

The second statement needs care. A shared species is not sufficient: in $C_{2v}$ some components of $\boldsymbol\mu$ and $\mathbf m$ share one, yet $R=0$. For degenerate levels the statement concerns the sum over the level, not each member. And symmetry permits a nonzero $R$ in a chiral group without guaranteeing it.

The nuclei are fixed, the Hamiltonian $H$ is free of spin, its potential is local, and there is no magnetic field. The constant nuclear dipole is omitted, since it has no matrix element between orthogonal states.

## First derivation: operators and projectors

Let $P_I$ and $P_F$ project onto the initial and final levels, and let $g_I$ be the degeneracy of the initial one. Averaging over initial members and summing over final ones gives

$$R_{IF}=\frac1{g_I}\,\mathrm{Im}\,\mathrm{Tr}\,(P_I\,\mu_i\,P_F\,m_i),$$

with repeated indices $i,j,k$ summed over $x,y,z$. For $P_I=|0\rangle\langle0|$ and $P_F=|n\rangle\langle n|$ this is the definition above. No choice of phases or of basis within a level enters.

**The origin.** The operator $\mathbf m$ depends on the origin, so $R$ must be shown not to. Moving the origin by $\mathbf a$ replaces $\mathbf r_k$ by $\mathbf r_k-\mathbf a$. Then $\boldsymbol\mu$ changes by a constant, which drops out for $I\neq F$, and $\mathbf m$ changes by $(e/2m_e)\,\mathbf a\times\mathbf K$, where $\mathbf K=\sum_k\mathbf p_k$. A local potential commutes with $\mathbf X$, so

$$[H,\mathbf X]=-\frac{i\hbar}{m_e}\mathbf K
\quad\Rightarrow\quad
P_F\mathbf K P_I=\frac{im_e}{\hbar}(E_F-E_I)\,P_F\mathbf X P_I .$$

Inserting this, with $\mu_i=-eX_i$ and $\mathrm{Im}(iz)=\mathrm{Re}\,z$, the change of $R$ is

$$\Delta R=-\frac{e^2(E_F-E_I)}{2\hbar g_I}\;\epsilon_{ijk}\,a_j\,\mathrm{Re}\,T_{ik},\qquad T_{ik}=\mathrm{Tr}(P_IX_iP_FX_k).$$

All operators in $T_{ik}$ are Hermitian. Complex conjugation therefore reverses their order, and the cyclic property gives $T_{ik}^*=T_{ki}$. Thus $\mathrm{Re}\,T_{ik}$ is symmetric, its contraction with $\epsilon_{ijk}$ vanishes, and $\Delta R=0$. The origin may be placed at a point left fixed by the point group.

**Pseudoscalar character.** Let $D$ be an orthogonal $3\times3$ matrix, with $\det D=1$ for a rotation and $-1$ for an improper operation. Define $U$ by $(U\psi)(\mathbf r_1,\dots)=\psi(D^{-1}\mathbf r_1,\dots)$. Positions and momenta then obey $U^\dagger\mathbf rU=D\mathbf r$ and $U^\dagger\mathbf pU=D\mathbf p$. Because $(D\mathbf a)\times(D\mathbf b)=\det(D)\,D(\mathbf a\times\mathbf b)$,

$$U^\dagger\mu_iU=D_{ij}\mu_j,\qquad U^\dagger m_iU=\det(D)\,D_{ij}m_j .$$

The transformed molecule has Hamiltonian $UHU^\dagger$ and projectors $UP_IU^\dagger$, $UP_FU^\dagger$. Its strength is

$$R'_{IF}=\frac1{g_I}\mathrm{Im\,Tr}\big(P_I\,U^\dagger\mu_iU\,P_F\,U^\dagger m_iU\big)
=\det(D)\,D_{ij}D_{ik}\,\frac1{g_I}\mathrm{Im\,Tr}(P_I\mu_jP_Fm_k).$$

Since $D_{ij}D_{ik}=\delta_{jk}$, this is $R'_{IF}=\det(D)\,R_{IF}$, the first statement.

**Selection rule.** If the operation is a symmetry, $U$ commutes with $H$ and hence with the projector onto each complete level. The transformed molecule is the original one, so $R_{IF}=\det(D)R_{IF}$. A single improper symmetry gives $R_{IF}=-R_{IF}=0$.

To see what a shared species does, keep the two Cartesian indices apart:

$$G_{ij}=\frac1{g_I}\mathrm{Im\,Tr}(P_I\mu_iP_Fm_j),\qquad R_{IF}=\mathrm{tr}\,G .$$

The same argument gives $G=\det(D)\,D\,G\,D^{T}$ for every symmetry. Averaging the right-hand side over the group is a projection onto the tensors that satisfy this condition, and the trace of a projection is the dimension of its image. The map $G\mapsto DGD^T$ has trace $\chi(D)^2$, with $\chi(D)=\mathrm{tr}\,D$. The number of independent tensors allowed is therefore

$$N=\frac1{|\mathcal G|}\sum_{D}\det(D)\,\chi(D)^2 ,$$

where $|\mathcal G|$ is the order of the group. This also counts the ways in which species of $\boldsymbol\mu$, with character $\chi$, match species of $\mathbf m$, with character $\det(D)\chi$, provided that a complex-conjugate pair, such as $E$ of $C_3$ or $S_4$, is counted as two species.

In $C_{2v}$ the identity has $\chi=3$, the twofold rotation $\chi=-1$ and each reflection $\chi=1$. Hence $N=(9+1-1-1)/4=2$. With the rotation axis along $z$ and the mirror planes $xz$ and $yz$, the two allowed elements are $G_{xy}$ and $G_{yx}$: the electric moment along one axis shares its species with the magnetic moment along the other. The moments are perpendicular and the trace is zero.

In a chiral group $\det D=1$ throughout, so $\boldsymbol\mu$ and $\mathbf m$ carry identical representations. A dipole component connects $I$ to $F$ only if the species of $F$ occurs in the product of the species of $I$ with that of the component. This condition is now the same for both moments, and the unit tensor satisfies $G=DGD^T$, so a nonzero trace is permitted. If the condition fails, both moments vanish and $R=0$.

**Sum rule.** Fix one axis $a$, without summation. The operator $L_a$ contains products $x_bp_c$ in which $a,b,c$ are all different. Every such factor commutes with $X_a$, so $[\mu_a,m_a]=0$. The product of two commuting Hermitian operators satisfies

$$(\mu_am_a)^\dagger=m_a\mu_a=\mu_am_a ,$$

and has real expectation values. With completeness, $\sum_FP_F=1$,

$$\sum_F\frac1{g_I}\mathrm{Im\,Tr}(P_I\mu_aP_Fm_a)=\frac1{g_I}\mathrm{Im\,Tr}(P_I\mu_am_a)=0 .$$

The sum includes $F=I$, but that term vanishes by itself: $P_I\mu_aP_I$ and $P_Im_aP_I$ are Hermitian, and the trace of a product of two Hermitian operators is real. The sum over actual transitions is therefore zero. For a molecule it includes the ionization continuum, where it becomes an integral. The initial state must be bound, so that $\mu_a$ and $m_a$ acting on it give normalizable functions.

Equal axes are essential. For a nondegenerate initial state, $[X_x,L_y]=i\hbar X_z$ gives

$$\sum_FG_{xy}=\frac{1}{2i}\langle[\mu_x,m_y]\rangle=\frac{e^2\hbar}{4m_e}\langle X_z\rangle ,$$

which need not vanish. Since $[X_y,L_x]=-i\hbar X_z$, the sum of $G_{yx}$ is the opposite. The sum rule belongs to the diagonal elements of $G$ in any choice of axes, that is, to its symmetric part; only the antisymmetric part can survive.

## Second derivation: real functions and small rotations

Without a magnetic field and without spin terms in $H$, the eigenfunctions can be chosen real. Write $q$ for all electron positions, with sums over spin understood, and define the real vectors

$$\mathbf d_n=\int\psi_0\,\mathbf X\,\psi_n\,dq,\qquad
\boldsymbol\ell_n=\int\psi_n\sum_k(\mathbf r_k\times\nabla_k)\psi_0\,dq .$$

Since $\mathbf L=-i\hbar\sum_k\mathbf r_k\times\nabla_k$, the magnetic element is $\langle n|\mathbf m|0\rangle=(ie\hbar/2m_e)\boldsymbol\ell_n$. The electric one is $-e\,\mathbf d_n$, and so

$$R_{0n}=-\frac{e^2\hbar}{2m_e}\,\mathbf d_n\cdot\boldsymbol\ell_n .$$

The vector $\boldsymbol\ell_n$ has a geometrical meaning. Let $\mathcal R_{\mathbf u}(\theta)$ rotate all electrons by $\theta$ about the unit vector $\mathbf u$. To first order each $\mathbf r_k$ moves by $\theta\,\mathbf u\times\mathbf r_k$, and $(\mathbf u\times\mathbf r)\cdot\nabla=\mathbf u\cdot(\mathbf r\times\nabla)$. Therefore

$$\mathbf u\cdot\boldsymbol\ell_n=\frac{d}{d\theta}\int\psi_n(q)\,\psi_0(\mathcal R_{\mathbf u}(\theta)q)\,dq\,\Big|_{\theta=0}.$$

It is the rate at which a rotation about $\mathbf u$ mixes $\psi_n$ into $\psi_0$. The rotatory strength compares the displacement of charge in a transition with the rotation about the same direction. A displacement combined with a rotation about it defines a screw, whose handedness a mirror reverses.

**Pseudoscalar character.** Transform both functions: $\psi'(q)=\psi(D^{-1}q)$. The substitution $q=Dq'$ gives $\mathbf d'_n=D\mathbf d_n$. In the overlap it turns the rotation into $D^{-1}\mathcal R_{\mathbf u}(\theta)D$. For a small angle this moves $\mathbf r$ by

$$\theta\,D^{-1}(\mathbf u\times D\mathbf r)=\theta\,\det(D)\,(D^{-1}\mathbf u)\times\mathbf r .$$

It is a rotation about $D^{-1}\mathbf u$, with its sense reversed if $D$ is improper. Hence $\mathbf u\cdot\boldsymbol\ell'_n=\det(D)\,(D^{-1}\mathbf u)\cdot\boldsymbol\ell_n$ for every $\mathbf u$, so $\boldsymbol\ell'_n=\det(D)D\boldsymbol\ell_n$. An orthogonal matrix preserves scalar products, and

$$\mathbf d'_n\cdot\boldsymbol\ell'_n=\det(D)\,\mathbf d_n\cdot\boldsymbol\ell_n .$$

**Selection rule.** Let $D$ be a symmetry and both states nondegenerate. Then $\psi'_0=c_0\psi_0$ and $\psi'_n=c_n\psi_n$ with signs $c=\pm1$. Both vectors acquire the factor $c_0c_n$, which squares to one in their product. So $\mathbf d_n\cdot\boldsymbol\ell_n$ is unchanged, and it vanishes if $\det D=-1$.

The vectors themselves obey

$$D\mathbf d_n=c_0c_n\mathbf d_n,\qquad \det(D)\,D\boldsymbol\ell_n=c_0c_n\boldsymbol\ell_n .$$

When all operations are rotations these conditions coincide, and both vectors lie in the same allowed subspace.

For degenerate levels, real orthonormal members $i$ of the initial level and $f$ of the final level are mixed by orthogonal matrices. These cancel in $\sum_{if}\mathbf d_{if}\cdot\boldsymbol\ell_{fi}$, though not in single terms, so the conclusion holds for the level sum.

The group $D_{2d}$ shows the difference. Take a totally symmetric ground state and two partners, $x$-like and $y$-like, each with its moments along its own twofold axis. Let the first have $\mathbf d=(d,0,0)$ and $\boldsymbol\ell=(\ell,0,0)$. The reflection exchanging $x$ and $y$ turns it into the second, with $\mathbf d=(0,d,0)$ and, because of $\det D=-1$, $\boldsymbol\ell=(0,-\ell,0)$. The members have opposite strengths and the level has none.

**Sum rule.** For an axis $a$ consider

$$F_a(\theta)=\int\psi_0(q)\,X_a(q)\,\psi_0(\mathcal R_a(\theta)q)\,dq .$$

Substitute $q=\mathcal R_a(-\theta)q'$. A rotation about $a$ does not alter $X_a$, so

$$F_a(\theta)=\int\psi_0(\mathcal R_a(-\theta)q')\,X_a(q')\,\psi_0(q')\,dq'=F_a(-\theta).$$

An even function has zero slope at $\theta=0$. By the meaning of $\boldsymbol\ell_n$, the derivative of $\psi_0(\mathcal R_a(\theta)q)$ at $\theta=0$ expands in the complete set as $\sum_n\ell_{n,a}\psi_n$. Hence

$$0=F_a'(0)=\sum_n d_{n,a}\,\ell_{n,a}.$$

The term $n=0$ vanishes separately, because the same substitution without $X_a$ shows that the overlap of $\psi_0$ with its rotated copy is even. Multiplication by $-e^2\hbar/2m_e$ and summation over $a$ give $\sum_{n\ne0}R_{0n}=0$.

## What each derivation assumes

The second derivation needs real functions. The first uses only Hermiticity and holds for complex states too. It also survives the addition of a term proportional to the total spin $\mathbf S$ to $\mathbf m$: $\mathbf S$ is Hermitian, commutes with $\boldsymbol\mu$, and transforms as an axial vector once $U$ acts on spin. The second, in return, shows what is being multiplied.

The statements also differ in what they require of the states. The symmetry argument needs only projectors that commute with $U$: complete levels of the symmetric Hamiltonian have this property, and so do complete sets of symmetry-adapted approximate states. The proof of origin independence uses eigenstates and a local potential; without them $R$ in general depends on the origin, unless symmetry forces the dipole and momentum elements to be parallel, as it does in $D_2$. The sum rule needs neither: any normalizable initial state with the required moments will do, with any complete set of final states.

Both derivations of the sum rule use completeness, but only to expand $m_a|0\rangle$ in the final states. If the available states span a subspace with projector $\Pi$ that contains $|0\rangle$, the sum along $a$ becomes

$$\mathrm{Im}\langle0|\mu_a\Pi m_a|0\rangle=-\,\mathrm{Im}\langle0|\mu_a(1-\Pi)m_a|0\rangle ,$$

which is in general not zero. It vanishes if $m_a|0\rangle$ lies in the subspace, as it does in any finite subspace closed under rotations. A finite list of low excitations need not balance either.

## A worked example

One electron moves in

$$V=\tfrac12(k_xx^2+k_yy^2+k_zz^2)+A\,xyz+C\,zx^2+B\,r^4 ,\qquad B=0.1 .$$

Atomic units are used, so $R=-\tfrac12\mathbf d\cdot\boldsymbol\ell$. The positive quartic term dominates the cubic ones at large $r$ and makes the spectrum discrete. With $k=(1,4,9)$, $A=1$ and $C=0$, the symmetries are three twofold rotations and the identity: the chiral group $D_2$. Species $B_3$, $B_2$ and $B_1$ carry the $x$, $y$ and $z$ components of both moments.

The lowest excitation, at 1.261 hartree, is of species $B_3$. With a fixed choice of sign for the state, its moments along $x$ are $\mu=0.6289$ and $\mathrm{Im}\,m=-0.001116$, so

$$R=0.6289\times(-0.001116)=-7.02\times10^{-4}\ \text{a.u.},$$

or $-3.31\times10^{-41}$ esu² cm² in cgs units. State 3, of species $A$, has neither moment.

States 4 and 5 are both $B_1$:

$$R_4=0.3888\times(-0.03546)=-0.01379,\qquad R_5=0.1089\times0.1259=0.01371 .$$

A two-state model shows how such a near cancellation can arise. At $A=0$ inversion is a symmetry and the ground state is even. The state with one quantum along $z$ is odd and has only an electric moment $\mu$; the state with one quantum each along $x$ and $y$ is even and has only a magnetic moment $m$. Both are $B_1$ in $D_2$, their excitation energies without the quartic term are $3$ and $1+2$, and the term $A\,xyz$ couples them. Suppose they mix with coefficients $c$ and $s$, and neglect all other admixtures. The mixtures have moments $(c\mu,\,sm)$ and $(-s\mu,\,cm)$, hence strengths $\pm cs\,\mu m$. The relation $|\mu_4/\mu_5|=|m_5/m_4|$ that follows is $|R_4|=|R_5|$ rewritten, so the ratios $0.3888/0.1089=3.57$ and $0.1259/0.03546=3.55$ only restate the near cancellation. A real test takes the inputs from the $A=0$ problem with the quartic term kept: excitation energies $3.073$ and $3.449$, a coupling of magnitude $0.118$, $|\mu|=0.4034$ and $|m|=0.1313$. Diagonalizing the $2\times2$ matrix gives $|\mu_4|=0.3877$, $|\mu_5|=0.1113$, $|m_4|=0.0362$, $|m_5|=0.1262$ and strengths $\mp0.01404$, within 3% of the full values.

Since each $B$ species of $D_2$ carries one axis and $A$ carries none, the sum rule holds within each $B$ species. The positive and negative parts are $\pm7.09\times10^{-4}$ for $B_3$, $\pm3.84\times10^{-3}$ for $B_2$ and $\pm1.380\times10^{-2}$ for $B_1$. The $B_3$ balance is not local in energy: state 6, the only other $B_3$ state among the lowest eight excitations, supplies just $6.3\times10^{-6}$.

The basis consists of products of oscillator functions with unequal frequencies $\sqrt{k_i+8B}$, so its truncations are not closed under rotations. When it is limited to 3 quanta, the largest Cartesian sum is $3.4\times10^{-5}$, about one thousandth of $\sum|R|=0.0358$. With 18 quanta it is below $10^{-14}$.

Setting $C=0.5$ lowers the symmetry to $C_2$ and gives the first excitation $R=-6.79\times10^{-4}$. The reflection $x\to-x$ reverses $A$ and changes this to $+6.79\times10^{-4}$. A half-turn about $x$ reverses $C$ instead and leaves it unchanged.

Two achiral cases complete the comparison. With $A=0$ and $C=0.5$ the group is $C_{2v}$. The first excitation has $|\mu_x|=0.631$ and, with the origin at $\mathbf r=0$, $|m_y|=0.0032$. The two moments are perpendicular, and $R=0$ to rounding. The size of $m_y$ is not a property of the transition, because every point of the twofold axis is left fixed by the group: moving the origin along $z$ by $+0.1$ bohr makes it $0.043$, and moving it by $-0.008$ bohr makes it zero. Only the trace of $G$ is guaranteed to be independent of the origin. With $k=(1,1,9)$, $A=1$ and $C=0$ it is $D_{2d}$. Two members of the lowest degenerate level have strengths $\pm3.09\times10^{-3}$, and the level sum vanishes to rounding. The numerical check also evaluates the first $D_2$ strength by quadrature with a slightly rotated ground state, as the second derivation suggests.

## Calculated quantities

```
group: order, allowed mu-m tensors, improper operation, trace allowed
  Ci: 2, 0, True, False
  C2v: 4, 2, True, False
  C3v: 6, 1, True, False
  S4: 4, 2, True, False
  D2d: 8, 1, True, False
  Td: 24, 0, True, False
  D2: 4, 3, False, True
  D3: 6, 2, False, True
  O: 24, 1, False, True
k = (1.0, 4.0, 9.0) hartree/bohr^2; A = 1.0, C = 0.5 hartree/bohr^3; B = 0.1 hartree/bohr^4
1 a.u. of R = 4.71444e-38 esu^2 cm^2 (cgs)
D2 ground energy = 3.123121 hartree; basis size 1330
D2 state: species, excitation/hartree, mu, Im m, R (all a.u.)
  1: B3(x), 1.26145, 0.62888, -0.001116, -7.0156e-04
  2: B2(y), 2.11247, 0.48586, 0.007899, 3.8380e-03
  3: A, 2.67113, 0.00000, 0.000000, 0.0000e+00
  4: B1(z), 3.03533, 0.38879, -0.035461, -1.3787e-02
  5: B1(z), 3.46350, 0.10890, 0.125895, 1.3710e-02
  6: B3(x), 4.19635, 0.01384, 0.000454, 6.2856e-06
  7: A, 4.28757, 0.00000, 0.000000, 0.0000e+00
  8: B2(y), 4.33409, 0.01485, -0.217983, -3.2366e-03
R of D2 state 1 = -3.3074e-41 esu^2 cm^2
R of D2 state 1 by rotated-function quadrature = -7.0156e-04 a.u.
quanta Q: R of state 1, sum of |R|, largest |Cartesian sum| (a.u.)
  3: -6.89374e-04, 3.57691e-02, 3.4e-05
  6: -7.03334e-04, 3.66802e-02, 2.7e-08
  9: -7.01546e-04, 3.66959e-02, 5.8e-09
  12: -7.01557e-04, 3.66963e-02, 1.2e-11
  15: -7.01557e-04, 3.66963e-02, 2.2e-12
  18: -7.01557e-04, 3.66963e-02, 8.8e-15
  B3(x): positive part 7.09484e-04, negative part -7.09484e-04 a.u.
  B2(y): positive part 3.84154e-03, negative part -3.84154e-03 a.u.
  B1(z): positive part 1.37971e-02, negative part -1.37971e-02 a.u.
C2 state 1: R = -6.79339e-04, mirror image 6.79339e-04, rotated copy -6.79339e-04 a.u.
C2 state 1: |x_0n| = 0.63261, |y_0n| = 0.01004 bohr
origin shift [1.0, 2.0, 3.0] bohr: largest change of R = 3.0e-11 a.u.
C2v state 1: |mu_x| = 0.63147, |m_y| = 0.00323 a.u.; largest |R| of 40 states 3e-21 a.u.
D2d, k = (1.0, 1.0, 9.0): lowest E level at 1.27661 hartree
  extreme member strengths -3.09100e-03, 3.09100e-03 a.u.; |sum| 3e-17
  largest |level sum|, from ground and from E level: 4e-16 a.u.
```
